\section*{Choosing a recursion for canonical partition functions of tin superconfigurations}

\section{Definitions and conventions}

A program that treats a hot plasma ion by superconfigurations must sum over many ways of placing electrons in shells. It may offer a choice of how this sum is evaluated, how many digits are carried, and which shells are grouped together. This guide derives the two recursions behind that choice and finds where each can be trusted.

A subshell $s$ has orbital quantum number $l_s$, degeneracy $g_s=4l_s+2$ and a fixed one-electron energy $\varepsilon_s$. A supershell is a set of subshells holding a fixed total number $Q$ of electrons, distributed in every way the Pauli principle allows. A superconfiguration is a list of supershells with their electron numbers; $A^{11}B^1$ has eleven electrons in supershell $A$ and one in $B$. A configuration fixes each occupation $p_s$ separately.

The electrons are independent: a configuration has energy $\sum_s p_s\varepsilon_s$. The ion is in equilibrium at temperature $T$, with Boltzmann constant $k$. Define
\begin{equation}
X_s=e^{-\varepsilon_s/kT},\qquad \chi_n=\sum_s g_sX_s^n,\qquad G=\sum_s g_s .
\end{equation}
There are $\binom{g_s}{p_s}$ ways to put $p_s$ electrons into the $g_s$ spin-orbitals of a subshell, all with Boltzmann factor $X_s^{p_s}$. The canonical partition function of the supershell is therefore
\begin{equation}
U_Q=\sum_{\sum_s p_s=Q}\ \prod_s\binom{g_s}{p_s}X_s^{p_s},\qquad U_0=1. \label{explicit}
\end{equation}
The electron number is fixed, so a chemical potential would multiply every term by the same factor and is omitted.

\section{Recursion on electron number}

Let a formal variable $t$ count electrons. The binomial theorem for each subshell gives
\begin{equation}
Z(t)=\prod_s(1+X_st)^{g_s}=\sum_{Q=0}^{G}U_Qt^Q, \label{gen}
\end{equation}
because collecting the terms with $\sum_sp_s=Q$ reproduces Eq.~(\ref{explicit}). Differentiate the logarithm of the product, multiply by $t$, and expand the geometric series:
\begin{align}
\frac{tZ'(t)}{Z(t)}&=\sum_s g_s\frac{X_st}{1+X_st}
=\sum_s g_s\sum_{n\ge1}(-1)^{n+1}X_s^nt^n\nonumber\\
&=\sum_{n\ge1}(-1)^{n+1}\chi_nt^n .
\end{align}
This is an identity between formal power series, so convergence at a particular $t$ is not needed. Multiply by $Z$. The coefficient of $t^Q$ on the left is $QU_Q$; on the right it collects products of $t^n$ with $U_{Q-n}t^{Q-n}$. Hence
\begin{equation}
QU_Q=\sum_{n=1}^{Q}(-1)^{n+1}\chi_nU_{Q-n}. \label{number}
\end{equation}
I call this the number recursion. In exact arithmetic it returns zero for $Q>G$, since $Z$ has degree $G$.

The signs come from the Pauli principle. The product $\chi_1U_{Q-1}$ adds an electron without asking whether its spin-orbital is already occupied, and the later terms remove the forbidden placements. The last term, $\chi_Q$, contains $X_s^Q$, the weight of all $Q$ electrons in a single spin-orbital. In exact arithmetic the forbidden weights cancel; in rounded arithmetic their rounding errors remain.

\section{Recursion shell by shell}

Equation (\ref{gen}) can also be built one factor at a time. Multiplying the polynomial of the shells already included by $(1+Xt)^g$ gives
\begin{equation}
U_Q^{\rm new}=\sum_{p=0}^{\min(g,Q)}\binom{g}{p}X^pU_{Q-p}^{\rm old}. \label{shell}
\end{equation}
The start is $U_0=1$ and $U_{Q>0}=0$. This shell recursion also runs over electron numbers, but all its terms are non-negative.

Positivity controls the error. Let the terms be $a_i\ge0$ with relative errors $\delta_i$. The relative error of their sum, before the rounding of the additions, satisfies
\begin{equation}
\frac{\left|\sum_i a_i\delta_i\right|}{\sum_i a_i}\le\max_i|\delta_i| .
\end{equation}
Earlier errors are averaged, not amplified, and each operation adds only its own rounding.

The same multiplication joins two supershells. Since $Z_{A\cup B}=Z_AZ_B$,
\begin{equation}
U_Q(A\cup B)=\sum_{q}U_{Q-q}(A)\,U_q(B). \label{joint}
\end{equation}
Each term is the weight of the superconfiguration $A^{Q-q}B^q$. Divided by the sum, it is the probability of that superconfiguration at fixed ion charge.

Mean occupations need no signed sum either. From $p\binom gp=g\binom{g-1}{p-1}$, inserting $p_s$ into Eq.~(\ref{explicit}) removes one electron and one available state from shell $s$:
\begin{equation}
\langle p_s\rangle=\frac{g_sX_s\,U_{Q-1}[g_s\to g_s-1]}{U_Q}. \label{mean}
\end{equation}

\section{How many digits are lost}

Let $R$ be the largest term of the number recursion relative to its result,
\begin{equation}
R=\max_{1\le n\le Q}\frac{\chi_nU_{Q-n}}{QU_Q}.
\end{equation}
Rounding that term with relative error $u$ changes $U_Q$ by up to about $uR$, relative to $U_Q$. For double precision, $u=2^{-53}\approx1.1\times10^{-16}$. Thus about $\log_{10}R$ digits are exposed in the last step. This is an estimate, not a bound on the total error, because the earlier $U_{Q-n}$ carry errors too.

Moving the zero of energy does not help. It replaces $X_s$ by $cX_s$, hence $\chi_n$ by $c^n\chi_n$ and $U_{Q-n}$ by $c^{Q-n}U_{Q-n}$. Every term and the result acquire the factor $c^Q$, and $R$ is unchanged. A shift can prevent overflow, but not cancellation.

\subsection{Cold supershell}

Let subshell 1 be the deepest, and let one configuration $p_s^0$ dominate $U_Q$, with $W_0=\prod_s\binom{g_s}{p_s^0}$. Keeping only subshell 1 in $\chi_Q$ gives a lower estimate of $R$:
\begin{align}
R&\gtrsim\frac{g_1X_1^Q}{QW_0\prod_sX_s^{p_s^0}}
=\frac{g_1}{QW_0}\,e^{D/kT},\nonumber\\
D&=\sum_sp_s^0(\varepsilon_s-\varepsilon_1). \label{cold}
\end{align}
The second form uses $Q=\sum_sp_s^0$. The energy $D$ is what would be gained by dropping all electrons into the deepest level in defiance of the Pauli principle. In the cold limit the number of digits lost grows linearly with $1/T$. The expression is a lower estimate only while one configuration carries most of $U_Q$; once the weight spreads it can exceed $R$, as it does by 25\% at 60~eV in the example below.

\subsection{Hot supershell}

When $kT$ far exceeds the spread of shell energies, all $X_s$ are nearly equal and can be set to one by a shift. Then $\chi_n=G$ and $U_Q=\binom GQ$. The first term relative to the result is
\begin{equation}
\frac{G\binom{G}{Q-1}}{Q\binom GQ}=\frac{G}{Q}\,\frac{Q}{G-Q+1}=\frac{G}{G-Q+1}. \label{hot}
\end{equation}
Going from term $n$ to $n+1$ multiplies the size by $(Q-n)/(G-Q+n+1)$, which is below one for all $n\ge1$ if $Q\le G/2$. The first term is then the largest, and $R<2$.

A nearly full supershell is different: for $G=32$ and $Q=30$ the term $n=14$ is $32\binom{32}{16}/[30\binom{32}{30}]\approx1.3\times10^6$ times the result. Counting holes $h_s=g_s-p_s$ avoids this. Since $\binom{g_s}{p_s}=\binom{g_s}{h_s}$ and $X_s^{p_s}=X_s^{g_s}X_s^{-h_s}$,
\begin{equation}
U_Q(\{X_s\})=\Big(\prod_sX_s^{g_s}\Big)U_{G-Q}(\{1/X_s\}),
\end{equation}
and only two holes need be distributed.

\section{Worked example: Sn$^{10+}$ at 30 eV}

The ion has 40 electrons: 28 in a frozen core with $n\le3$ and 12 active. Supershell $A$ is $\{4s,4p,4d,4f\}$, with $G=32$; $B$ is $\{5s,5p,5d,5f,5g\}$. The shell energies come from a nonrelativistic Hartree--Fock--Slater calculation for $4s^24p^64d^4$. The radial equation was solved by finite differences and iterated to self-consistency with full Slater exchange. The Latter tail requires the potential energy to be no higher than that of an electron outside a charge $+11$. The energies are then held fixed for all configurations. The $4d$ level lies at $-209.3$~eV and serves as zero below.

\begin{center}
\begin{tabular}{lrrr}
shell & $g$ & $\varepsilon-\varepsilon_{4d}$ (eV) & $X$ at 30 eV\\
\hline
$4s$ & 2 & $-105.89$ & 34.1148\\
$4p$ & 6 & $-67.19$ & 9.39109\\
$4d$ & 10 & 0 & 1\\
$4f$ & 14 & 75.76 & 0.08003\\
$5s$ & 2 & 66.79 & 0.10794\\
$5p$ & 6 & 80.58 & 0.06815\\
$5d$ & 10 & 103.74 & 0.03149\\
$5f$ & 14 & 129.30 & 0.01343\\
$5g$ & 18 & 142.59 & 0.00863
\end{tabular}
\end{center}

The extra digits serve to follow the arithmetic; they are neither physical nor numerical accuracy. Extrapolation to zero mesh spacing moves the $4s$ entry to $-105.85$~eV and the others by about 0.01~eV. This lowers $\ln U_{12}$ below by 0.004, shifts the free energy by 0.1~eV, and changes the probabilities and mean occupations by less than 0.001. For $A$,
\begin{align}
\chi_1&=2(34.1148)+6(9.39109)+10+14(0.08003)=135.70,\nonumber\\
U_2&=\tfrac12(\chi_1U_1-\chi_2)=\tfrac12(135.6965^2-2866.885)=7773.3,\nonumber\\
U_3&=\tfrac13(\chi_1U_2-\chi_2U_1+\chi_3)\nonumber\\
&=\tfrac13(1054813-389026+84386)=250058,
\end{align}
with $U_1=\chi_1$ and $\chi_3=84386.33$. Continuing to twelve electrons gives $U_{12}=7.351\times10^{11}$. The number recursion with 120 digits and the explicit sum over all 185 configurations both give
\begin{equation}
\ln U_{12}=27.3232661772 .
\end{equation}
The free energy relative to twelve electrons at the $4d$ level is $-kT\ln U_{12}=-819.7$~eV, or $-1.313\times10^{-16}$~J.

The configuration $4s^24p^64d^4$ has probability
\begin{equation}
\frac{\binom{10}{4}(34.1148)^2(9.39109)^6}{7.351\times10^{11}}=0.228 .
\end{equation}
Although it has the lowest energy, more than three quarters of the weight of $A^{12}$ lies elsewhere. Equation (\ref{mean}) gives mean occupations 1.93, 5.29, 4.11 and 0.68 for $4s$, $4p$, $4d$ and $4f$.

With $B$ included there are 77,941 configurations but only 13 superconfigurations. Equation (\ref{joint}) gives probabilities 0.480, 0.387, 0.115 and 0.017 for $A^{12}$, $A^{11}B^1$, $A^{10}B^2$ and $A^9B^3$.

\subsection{The two recursions in double precision}

The errors below are for $U_{12}(A)$, relative to an explicit sum in 120-digit arithmetic with the same $X_s$. The shell energies are held fixed while $T$ changes.

\begin{center}
\begin{tabular}{rrrr}
$kT$ (eV) & $R$ & number rec. & shell rec.\\
\hline
10 & $5.0\times10^{25}$ & $4\times10^{9}$ & $1\times10^{-17}$\\
30 & $3.8\times10^{6}$ & $8\times10^{-11}$ & $4\times10^{-17}$\\
1000 & 1.53 & $6\times10^{-16}$ & $3\times10^{-16}$
\end{tabular}
\end{center}

The estimate $uR$ gives $6\times10^9$, $4\times10^{-10}$ and $2\times10^{-16}$, within a factor of about five of the errors found. A single rounding error depends on the last digits of $X_s$, so the rounded energies of the table can give a very different error at 10~eV. At 10~eV the number recursion has no correct digit. At 1000~eV, $R$ is close to the hot limit $32/21=1.52$.

For the cold limit, $D=6(38.70)+4(105.89)=656$~eV and $W_0=210$. At 10~eV, Eq.~(\ref{cold}) gives
\begin{equation}
R\gtrsim\frac{2}{12\times210}\,e^{65.6}\approx2\times10^{25},
\end{equation}
half the computed value. Setting the same expression equal to $1/u$ gives $kT\approx15$~eV. Near this temperature double precision is exhausted for this supershell.

\section{Guidance for the setting}

\textbf{Method.} Use the shell recursion when energies spread over several $kT$. For $A^{12}$ it takes 285 products of the form in Eq.~(\ref{shell}), against $1+2+\dots+12=78$ in Eq.~(\ref{number}) plus the work for $\chi_n$. That is a small price for removing the cancellation.

\textbf{Precision.} If the number recursion is required, carry $\log_{10}R$ digits beyond those wanted, plus a margin for inherited errors. For a cold supershell, $D/(2.3\,kT)$ gives the leading part of this number. Compute $R$ from reliable $U_Q$: values already spoiled by rounding cannot diagnose themselves.

\textbf{Grouping.} For the number recursion, put shells of similar energy in one supershell, which reduces $D$, and combine supershells by Eq.~(\ref{joint}). Set $U_Q=0$ explicitly when $Q$ exceeds the degeneracy $G$ of a group: rounding leaves noise there, which can ruin the joined sum. With one subshell per group and each $U_q=\binom{g}{q}X^q$ written down directly, this is the shell recursion. For nearly full groups, count holes.

\textbf{Digits worth keeping.} Each term of Eq.~(\ref{explicit}) depends on $\varepsilon_s$ through $e^{-p_s\varepsilon_s/kT}$, so $\partial\ln U_Q/\partial\varepsilon_s=-\langle p_s\rangle/kT$. A 1~eV error in the $4p$ energy changes $\ln U_{12}$ by $5.29/30=0.18$. The error of $8\times10^{-11}$ at 30~eV is thus harmless beside the uncertainty of the atomic model; the failure at 10~eV is not.

\section{What independent electrons leave out}

\subsection{Interaction between electrons}

Let $V_{rs}$ be the Coulomb minus exchange energy of two electrons, averaged over distinct spin-orbitals of subshells $r$ and $s$. Let $c_s$ be the energy of one active electron in the field of nucleus and core. Counting pairs, $p_rp_s$ between different subshells and $p_s(p_s-1)/2$ within one, gives the configuration-average energy apart from a core constant:
\begin{equation}
E=\sum_sp_sc_s+\tfrac12\sum_{rs}p_rp_sV_{rs}-\tfrac12\sum_sp_sV_{ss}.
\end{equation}
Write $p_s=\bar p_s+\delta_s$, with $\bar p_s$ the mean occupation. As $V_{rs}=V_{sr}$,
\begin{align}
\tfrac12\sum_{rs}p_rp_sV_{rs}={}&\sum_{rs}p_s\bar p_rV_{rs}-\tfrac12\sum_{rs}\bar p_r\bar p_sV_{rs}\nonumber\\
&+\tfrac12\sum_{rs}\delta_r\delta_sV_{rs}.
\end{align}
The first term is linear in $p_s$ and joins the effective shell energy $c_s+\sum_r\bar p_rV_{rs}-\frac12V_{ss}$; the second is constant. The last is the quadratic remainder that independent electrons omit.

With frozen orbitals and radial quadrature for $V_{rs}$, the remainder in $A^{12}$ has mean 0.8~eV and standard deviation 0.9~eV, small beside $kT=30$~eV. Including it by enumeration changes the mean $4f$ occupation from 0.677 to 0.670. The full $E$ also replaces the Hartree--Fock--Slater energies by the effective ones. It gives 0.667 for $4f$ and raises $4p$ from 5.29 to 5.34. The superconfiguration probabilities become 0.471, 0.413, 0.106 and 0.010. The last falls by about 40\%, the largest relative change of the four.

\subsection{Relativity and missing shells}

First-order relativistic corrections (mass-velocity, spin--orbit and the nuclear Darwin term) shift the mean $4s$, $4p$, $4d$ and $4f$ energies by $-14.7$, $-6.8$, $-1.7$ and $-0.2$~eV and split $4p$ by 8.5~eV; the complete first order gives $-6.9$~eV for $4p$. First order falls short at $Z=50$: the Dirac equation in the same potential gives $-16.0$, $-7.3$, $-1.7$ and $-0.2$~eV and a $4p$ splitting of about 9.5~eV. With the split levels used as separate shells, the mean $4f$ occupation drops from 0.68 to 0.63. This is only the direct effect, in a fixed potential. A self-consistent Dirac--Slater calculation, in which the contracted orbitals also change the screening, raises all four levels from their fixed-potential Dirac values, by about 4.1, 4.0, 3.2 and 1.6~eV. Since $4f$ rises least, the $4d$--$4f$ gap returns to its nonrelativistic value and the $4f$ occupation to 0.66, so more than half of the direct change is cancelled.

The $n=6$ shell, with hydrogenic energy for charge 11, has 0.24 times the one-electron weight of $B$. This is a low estimate, because orbitals that penetrate the core lie deeper than hydrogenic ones. Admitting one $n=6$ electron beside $A^{11}$ adds $0.24\times0.387=0.093$ to a total weight of one. The probability of $A^{12}$ then falls to at most $0.480/1.093=0.44$. For this probability the shell cutoff matters more than the interaction, which lowers it only to 0.471. For an isolated ion, further shells have growing degeneracy and energies approaching a finite limit, so the sum diverges; the surrounding plasma must supply the cutoff.

\subsection{The real light source}

Tin plasma sources emit near 13.5~nm from ions of roughly this charge, at temperatures of a few tens of eV. The chosen 30~eV is a rough typical value. The photon energy is 91.8~eV, while the model's $4p$--$4d$ and $4d$--$4f$ gaps are 67 and 76~eV. The shell energies serve to weight configurations and should not be read as line positions. Orbital relaxation, term splitting, configuration mixing and plasma screening are also absent.

Whether equilibrium holds in a real source depends on the electron density. Consider a transition of energy $\Delta=\hbar\omega$ and absorption oscillator strength $f$, with lower and upper degeneracies $g_i,g_j$. Its radiative decay rate and Van Regemorter excitation cross-section are
\begin{align}
A_{ji}&=\frac{e^2\omega^2}{2\pi\epsilon_0m_ec^3}\frac{g_i}{g_j}f,\nonumber\\
\sigma(E)&=\frac{8\pi^2a_0^2}{\sqrt3}\frac{R_y^2}{E\Delta}f\bar g,
\end{align}
where $R_y$ is the Rydberg energy, $a_0$ the Bohr radius and $\bar g=0.2$ a rough Gaunt factor. Averaging $v\sigma$ over all Maxwellian electrons, with $\sigma=0$ for $E<\Delta$, uses the normalized distribution integrated from $\Delta$ upwards: $\langle v/E\rangle_{E>\Delta}=2\sqrt2\,e^{-\Delta/kT}/\sqrt{\pi m_ekT}$. Detailed balance multiplies the excitation rate by $(g_i/g_j)e^{\Delta/kT}$ to give de-excitation. The two decay rates are equal at electron density
\begin{equation}
n_{\rm eq}=\frac{e^2\omega^2}{2\pi\epsilon_0m_ec^3}\,
\frac{\sqrt3\,\Delta\sqrt{\pi m_ekT}}{16\sqrt2\,\pi^2a_0^2R_y^2\bar g}
\approx6\times10^{19}\ {\rm cm^{-3}} .
\end{equation}
In a two-level balance without reabsorption, the ratio of upper to lower population is $1/(1+n_{\rm eq}/n_e)$ of its Boltzmann value. A laser of angular frequency $\omega_L$ has critical density $\epsilon_0m_e\omega_L^2/e^2$: $1\times10^{19}$~cm$^{-3}$ at 10.6~$\mu$m and $1\times10^{21}$~cm$^{-3}$ at 1.064~$\mu$m. At these densities the fraction is 0.15 and 0.94. Equilibrium weights can thus overestimate radiating populations several times at the first density: about sevenfold with $\bar g=0.2$, but fourfold if $\bar g$ is twice as large, as it may be for transitions that keep $n$. There, a collisional--radiative calculation should supply the populations, or an effective temperature must be justified separately.
